# Transfer length from front and end resistances of a metal contact

## Question

I have a metal contact on a thin conducting film. The contact is $d=5\ \mu\text{m}$ long in the direction of current flow and $100\ \mu\text{m}$ wide. The film is heavily boron-doped diamond, about 100 nm thick. Current enters under one edge of the metal and leaves through the metal.

I have two resistances. The front contact resistance, with the film leading up to the contact already subtracted, is $10\ \Omega$. The end resistance, from the voltage between the metal and the film just beyond the far edge, is $2\ \Omega$.

I want the transfer length $L_T$. My first idea was that the voltage under the metal dies away as $e^{-x/L_T}$, so that $10/2=e^{d/L_T}$. A colleague says the ratio is a hyperbolic cosine instead. Where does the cosine come from, and why don't I need the film's sheet resistance? Can I also get the specific contact resistance, and how far should I trust the answer?

## Answer

Your colleague is right, for a contact that meets the conditions below. A single decaying exponential describes a contact that goes on for ever. Yours stops after $5\ \mu\text{m}$, and no current can continue in the film past that edge. This condition changes the voltage profile.

### The model

Let $x$ run from the front edge, $x=0$, to the far edge, $x=d$. Let $V(x)$ be the film potential measured from the metal, and $i(x)$ the current still flowing in the film towards positive $x$. The total current is $I$. I assume that

- the metal is at one potential;
- the interface is uniform and ohmic, with specific contact resistance $\rho_c$, so the current density into the metal is $V/\rho_c$;
- the film under the metal has a uniform sheet resistance $R_k$, which may differ from that outside the contact;
- the film is thin compared with $L_T$, and exactly as wide as the contact, with width $W$;
- the voltmeter at the far side draws no current.

A slice of film of length $dx$ has resistance $R_k\,dx/W$. The potential falls in the direction of the current, so

$$\frac{dV}{dx}=-\frac{R_k}{W}\,i .$$

The same slice has an area $W\,dx$ facing the metal and loses a current $VW\,dx/\rho_c$ through it. Hence

$$\frac{di}{dx}=-\frac{W}{\rho_c}\,V .$$

Differentiate the first equation and insert the second. The two minus signs cancel, and so does $W$:

$$\frac{d^2V}{dx^2}=-\frac{R_k}{W}\frac{di}{dx}=\frac{R_k}{\rho_c}V=\frac{V}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_k}} .$$

This defines the transfer length. A resistive interface makes it longer, because current leaves the film reluctantly. A resistive film makes it shorter, because travelling further under the metal costs more voltage.

### Where the cosine comes from

The general solution contains a growing and a decaying exponential. It is convenient to combine them into functions of the distance from the far edge:

$$V=A\cosh\frac{d-x}{L_T}+B\sinh\frac{d-x}{L_T}.$$

The film current follows from $i=-(W/R_k)\,dV/dx$. Differentiating $d-x$ gives another minus sign, so

$$i=\frac{W}{R_kL_T}\left[A\sinh\frac{d-x}{L_T}+B\cosh\frac{d-x}{L_T}\right].$$

At $x=d$ the sinh vanishes and the cosh is 1. The condition $i(d)=0$ therefore requires $B=0$. Now write

$$u=\frac{d}{L_T},\qquad Z=\frac{R_kL_T}{W}.$$

At the front edge, $i(0)=I$ gives $A\sinh u/Z=I$, or $A=IZ/\sinh u$. The profiles are

$$V(x)=IZ\,\frac{\cosh[(d-x)/L_T]}{\sinh u},\qquad i(x)=I\,\frac{\sinh[(d-x)/L_T]}{\sinh u}.$$

Your two resistances are the values of $V/I$ at the two edges:

$$R_f=\frac{V(0)}{I}=Z\coth u,\qquad R_e=\frac{V(d)}{I}=\frac{Z}{\sinh u}.$$

Beyond the far edge the film carries no current, so its potential stays at $V(d)$. That is why you may place the voltage probe some way downstream.

Dividing the two results removes $Z$, and with it the sheet resistance and the width:

$$\boxed{\frac{R_f}{R_e}=\cosh\frac{d}{L_T}}$$

Both resistances scale with the same $Z$. Their ratio depends on how many transfer lengths fit into the contact, and on nothing else in this model.

### Your numbers

Let $r=R_f/R_e=10/2=5$. To solve $\cosh u=r$, put $y=e^u$. Then

$$\frac{y+1/y}{2}=r\quad\Longrightarrow\quad y^2-2ry+1=0\quad\Longrightarrow\quad y=r\pm\sqrt{r^2-1}.$$

The product of the roots is 1, so they belong to $+u$ and $-u$. A length must be positive, which selects the plus sign:

$$u=\ln\left(5+\sqrt{24}\right)=2.2924,\qquad L_T=\frac{5\ \mu\text{m}}{2.2924}=2.18\ \mu\text{m}.$$

This is 2181 nm before rounding to the accuracy of your data.

As an independent check, I replaced the contact by a ladder of 400 small film resistors, each joined to the metal, and solved Kirchhoff's laws. Searching for the transfer length at which the ladder's own resistance ratio is 5 gives $2.1811\ \mu\text{m}$, the same as the formula to the digits printed. For four other contacts, with $d/L_T$ from about 0.7 to 4, the ladder agrees with the edge formulas to a relative difference of at most $3\times10^{-5}$.

### What was wrong with the exponential

For a long contact, $u\gg1$, the term $e^{-u}$ in the cosine is negligible, and

$$\frac{R_f}{R_e}\approx\frac{e^{u}}{2},\qquad L_T\approx\frac{d}{\ln(2R_f/R_e)} .$$

So your exponential lacks a factor of 2 even in the long limit. At the far edge the growing and decaying parts of $V$ are equal, because their currents must cancel there. Their voltages add, which doubles the end voltage compared with a single decaying wave. Since $\cosh u<e^u$ for positive $u$, your formula gives too small a $u$ and too large an $L_T$.

The corrected long-contact form gives $2.17\ \mu\text{m}$ here, about 0.4% below the full result. The difference can be traced. For large $r$,

$$\sqrt{r^2-1}\approx r-\frac{1}{2r},\qquad u\approx\ln\left(2r-\frac1{2r}\right)\approx\ln(2r)-\frac{1}{4r^2}.$$

With $r=5$ the last term is 0.01, which is 0.4% of $u$.

The opposite limit is a short contact, $u\ll1$. Then $\cosh u\approx1+u^2/2$, so

$$L_T\approx\frac{d}{\sqrt{2(r-1)}} .$$

Using $\coth u\approx1/u+u/3$ and $1/\sinh u\approx1/u-u/6$, we also find

$$R_e\approx\frac Zu=\frac{\rho_c}{Wd},\qquad R_f-R_e\approx\frac{Zu}{2}=\frac{R_kd}{2W}.$$

Here the whole interface conducts almost evenly. The small difference between the readings is half the resistance of the film beneath the metal. The information about $L_T$ sits in that difference, so a very short contact is a poor choice for this method.

### What happens one transfer length in

In an endless contact, both the voltage and the film current fall to $1/e=0.368$ of their front values at $x=L_T$. In yours they differ:

$$\frac{V(L_T)}{V(0)}=\frac{\cosh(u-1)}{\cosh u}=0.392,\qquad \frac{i(L_T)}{I}=\frac{\sinh(u-1)}{\sinh u}=0.344 .$$

The reason is visible when $e^{-1}$ is taken out:

$$\frac{V(L_T)}{V(0)}=\frac1e\,\frac{1+e^{-2(u-1)}}{1+e^{-2u}},\qquad
\frac{i(L_T)}{I}=\frac1e\,\frac{1-e^{-2(u-1)}}{1-e^{-2u}} .$$

The first fraction multiplying $1/e$ exceeds 1, and the second is below 1. The closed end raises the voltage and lowers the current. About 66% of your current has entered the metal within the first $2.18\ \mu\text{m}$.

### Specific contact resistance

For this you do need the width. First eliminate $u$ with $\coth^2u-1/\sinh^2u=1$:

$$Z=\sqrt{R_f^2-R_e^2}=\sqrt{100-4}\ \Omega=9.80\ \Omega .$$

From $Z=R_kL_T/W$,

$$R_k=\frac{ZW}{L_T}=\frac{9.798\times100}{2.181}\ \Omega/\text{sq}=449\ \Omega/\text{sq}.$$

Since $\rho_c=R_kL_T^2$, we have

$$\rho_c=ZWL_T=(9.798\ \Omega)(1.00\times10^{-2}\ \text{cm})(2.181\times10^{-4}\ \text{cm})
=2.14\times10^{-5}\ \Omega\,\text{cm}^2 .$$

Multiplying the front resistance by the full area would instead give $R_fWd=5\times10^{-5}\ \Omega\,\text{cm}^2$. This is too large by the factor $u\coth u\approx2.3$, because the current does not use the area evenly.

The end measurement is also useful if the metal has altered the film below it. Suppose you measured two such contacts separated by a gap $\ell$, with sheet resistance $R_s$ in the gap. The total resistance would be $R_s\ell/W+2R_f$. Extrapolated to zero, it meets the axis at

$$\ell=-\frac{2R_fW}{R_s}=-2L_T\,\frac{R_k}{R_s}\coth u .$$

Reading this intercept as $-2L_T$ assumes both $R_k=R_s$ and a long contact. The cosh ratio needs neither.

### Uncertainty

Start from $L_T=d/u$ and $r=\cosh u$. Then $dr=\sinh u\,du$, and

$$\frac{dL_T}{L_T}=\frac{dd}{d}-\frac{du}{u}
=\frac{dd}{d}-\frac{r}{u\sinh u}\,\frac{dr}{r},\qquad
\frac{dr}{r}=\frac{dR_f}{R_f}-\frac{dR_e}{R_e}.$$

In the first term, $dd$ means the error of the length $d$. For your contact $\sinh u=\sqrt{24}$, and the factor before $dr/r$ is 0.445. A 1% error in the ratio thus moves $L_T$ by about 0.45%.

You gave no errors, so take $\pm0.2\ \Omega$ for $R_f$, $\pm0.1\ \Omega$ for $R_e$ and $\pm0.1\ \mu\text{m}$ for $d$ as an illustration:

- front resistance: $2.181\times0.445\times0.02=0.019\ \mu\text{m}$;
- end resistance: $2.181\times0.445\times0.05=0.049\ \mu\text{m}$;
- contact length: $2.181\times0.02=0.044\ \mu\text{m}$.

If these errors are independent, they combine in quadrature to $0.068\ \mu\text{m}$. The result would be quoted as $L_T=2.18\pm0.07\ \mu\text{m}$.

### A second contact as a test

Two readings determine two unknowns, $u$ and $Z$. They leave nothing over to test the model. A second contact with the same film, interface and width, but twice the length, would supply a test. The model predicts

$$\frac{R_f'}{R_e'}=\cosh2u=2r^2-1=49,$$

$$R_e'=\frac{Z}{\sinh2u}=\frac{Z}{2\sinh u\cosh u}=\frac{R_e}{2r}=0.20\ \Omega,\qquad R_f'=49\times0.20\ \Omega=9.8\ \Omega .$$

The front resistance hardly changes, because the added metal lies where little current is left. The end resistance drops tenfold. A clear departure from these values would show that at least one assumption fails.

The longer contact is not a better way to find $L_T$ if the absolute error of $R_e$ remains $0.1\ \Omega$. That error is now 50% of the reading. The factor before $dr/r$ falls to $49/(2u\sinh2u)\approx0.22$, but the first-order error in $L_T$ from this source still rises from about 2% to 11%. At the other extreme, for $r$ close to 1, the factor becomes $1/[2(r-1)]$ and grows without limit. With fixed absolute reading errors, a contact of moderate length is therefore preferable.

A measured $r$ below 1 has no solution in this model. In that case, look first at the lead subtraction and the zero of the voltmeter.

### Does this suit a real diamond film?

The implied film resistivity is $449\ \Omega\times10^{-5}\ \text{cm}=4.5\ \text{m}\Omega\,\text{cm}$. With a rough hole density $p=5\times10^{20}\ \text{cm}^{-3}$, the mobility $1/(qp\rho)$ is about $2.8\ \text{cm}^2/\text{Vs}$, where $q$ is the elementary charge and $\rho$ the film resistivity. Both are reasonable orders of magnitude for metallic boron-doped diamond. The contact resistance is also plausible, but it depends strongly on the metal and its treatment. One assumption to check on your device is equal width: the metal may be set back from the film's edges. As computed below, a $1\ \mu\text{m}$ setback on each side raises the extracted $L_T$ by about 1.5% if the voltages are averaged over the width, and by much more if the end probe sits at the side of the film just beyond the metal.

Heavy doping also bears on the ohmic assumption. Take the ionized acceptor density $N$ equal to $p$, a tunnelling mass $m$ of half the electron mass, a relative permittivity of 5.7 and a barrier of 1 eV, all rough. The depletion width $\sqrt{2\varepsilon\phi/(qN)}$, with $\phi$ the barrier in volts and $\varepsilon$ the permittivity, is 1.1 nm. Adding the Fermi energy of the holes, about 0.46 eV for a single band of this mass, to the barrier widens it to about 1.4 nm. The tunnelling energy $E_{00}=(q\hbar/2)\sqrt{N/(m\varepsilon)}$ is about 250 meV, against a thermal energy of 26 meV at 300 K. In this simple barrier model, carriers pass mainly by tunnelling and need little thermal help. The model does not explain the size of your contact resistance, however. With the Fermi energy included, integrating its tunnelling probability over energy gives a value of order $10^{-8}\ \Omega\,\text{cm}^2$, roughly 2000 times below the one extracted above. The depletion width is also close to the mean acceptor spacing of 1.3 nm, so a smooth barrier is only a rough picture. The depleted layer takes about 1% of the film thickness. If it is uniform, it is already contained in $R_k$ and does not disturb the cosh ratio.

### How much the neglected effects matter

In each case below I keep $R_k$ and $\rho_c$ at the values found above, add one effect, and put the resulting resistances back into the cosh formula. The shifts are relative to $2.18\ \mu\text{m}$.

**Uncovered film at the sides.** With a $1\ \mu\text{m}$ strip of bare film along each side of the metal, a two-dimensional sheet calculation gives width-averaged values $R_f=9.94\ \Omega$ and $R_e=2.05\ \Omega$ when converged. The extracted $L_T$ is about 1.45% too long. A mesh spacing of $0.25\ \mu\text{m}$ is not yet fully converged and gives $9.96\ \Omega$, $2.06\ \Omega$ and 1.5%. The front reading falls slightly and the end reading rises. Both changes lower the ratio, and a lower ratio gives a longer $L_T$.

A probe close to the contact does not average over the width. Just beyond the far edge, the same calculation gives an end reading of about $1.97\ \Omega$ at the centre of the film but about $3.0\ \Omega$ at its side, where current passes around the metal. With the front reading unchanged, the centre reading shifts $L_T$ by only about $-0.4\%$, while the side reading makes it more than 20% too long. Farther downstream the film potential evens out. At $60\ \mu\text{m}$ beyond the edge, the centre and side readings both agree with the width average to about 0.2%, provided the two strips are equal and the film continues well past the probe. If the film ends there, the deviation doubles. An unequal setback evens out more slowly. With the whole $2\ \mu\text{m}$ on one side, the side readings at $60\ \mu\text{m}$ are still off by 1.5 to 2%, while the centre reading is within about 0.25%. Place the end probe near the centre line, and far from the contact if you can.

**Film thickness.** Let $z$ be the height above the insulating bottom of a film of thickness $t$. The potential $\cosh[\kappa(d-x)]\cos(\kappa z)$ satisfies Laplace's equation, with $\kappa$ the inverse decay length. Matching the current at the top to the interface law gives

$$\kappa\tan\kappa t=\frac{\rho}{\rho_c}=\frac{t}{L_T^2},$$

because $\rho=R_kt$. Expanding the tangent to its second term yields

$$\kappa^2\left(1+\frac{\kappa^2t^2}{3}\right)\approx\frac1{L_T^2}
\quad\Longrightarrow\quad
\frac1\kappa\approx L_T\left(1+\frac{t^2}{6L_T^2}\right).$$

For $t=0.1\ \mu\text{m}$ the correction is 0.035%. A full cross-section calculation, which includes the contact edges, gives the same shift of about 0.035%. Both treat the film as isotropic.

**Metal resistance.** A metal sheet resistance of $0.1\ \Omega/\text{sq}$, with the current drawn off at the far edge and both film voltages measured against the metal there, shifts the result by 0.02%. The position of the lead is important. If the current instead leaves the metal at one narrow side, it must travel along a strip $100\ \mu\text{m}$ long and $5\ \mu\text{m}$ wide. That is 20 squares, or $2\ \Omega$ from end to end. With the film voltages averaged over the width and measured against this lead, both resistances rise by about $0.67\ \Omega$, and the extracted $L_T$ is about 11% too long.

**Curvature of the interface law.** As an example of a law that is the same for both current directions, replace $V/\rho_c$ by $(V_0/\rho_c)\sinh(V/V_0)$ with $V_0=kT/q=26\ \text{mV}$. At a test current of 0.1 mA the front voltage is about 1 mV, and $L_T$ shifts by $-0.002\%$. At 1 mA the shift is $-0.17\%$. The growth is close to the square of the current, as expected from the first correction to the sinh, $V^2/(6V_0^2)$. Repeating your measurement at a lower current tests for this directly.

For the dimensions chosen, the layout of the metal, leads and probes matters most. With width-averaged readings, the side strips move $L_T$ by about $0.03\ \mu\text{m}$, roughly half the illustrative measurement error. A metal lead at one narrow side, or an end probe just beyond the contact at the side of a film with bare strips, can move it by several times that error. Include the real layout in the analysis before quoting a third digit.

## Calculated quantities

```
Front resistance: 10.0 ohm
End resistance: 2.0 ohm
Contact length d: 5.0 um
Ratio front/end: 5.000
arccosh(ratio) = d/L_T: 2.2924
Transfer length L_T: 2.1811 um = 2181 nm
L_T from ladder root search: 2.1811 um
L_T from long-contact form: 2.1715 um
Largest relative ladder-formula difference: 2.9e-05
Potential at x = L_T / front value: 0.3916
Film current at x = L_T / total: 0.3436
1/e for comparison: 0.3679
Z = sqrt(Rf^2 - Re^2): 9.7980 ohm
Contact width: 100 um
Sheet resistance under metal: 449.2 ohm/sq
Specific contact resistance: 2.137e-05 ohm cm2
Film thickness: 100 nm
Film resistivity: 4.49 mohm cm
Hole density (rough): 5.0e+20 cm^-3
Implied hole mobility: 2.78 cm2/Vs
Tunnelling mass (rough): 0.5 electron masses
Relative permittivity (rough): 5.7
Barrier height (rough): 1.0 eV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Tunnelling energy E00: 246 meV
E00/kT: 9.5
Barrier (depletion) width: 1.12 nm
Uncovered strip on each side: 1.0 um
Front resistance with strips: 9.960 ohm
End resistance with strips: 2.059 ohm
L_T shift from strips: +1.50 %
  change on halving mesh: -0.168 % of L_T
L_T shift from film thickness: +0.0351 %
  change on halving mesh: -0.00063 % of L_T
Metal sheet resistance: 0.10 ohm/sq
L_T shift from metal resistance: +0.022 %
L_T shift, sinh interface, 0.1 mA: -0.002 %
L_T shift, sinh interface, 1.0 mA: -0.168 %
Relative L_T error per relative ratio error: 0.4452
Assumed error of front resistance: 0.2 ohm
Assumed error of end resistance: 0.1 ohm
Assumed error of contact length: 0.1 um
L_T error from front resistance: 0.019 um
L_T error from end resistance: 0.049 um
L_T error from contact length: 0.044 um
Combined L_T error (independent errors): 0.068 um
```
